# Inverse-Field Lifetime from Fixed Damage and Fowler-Nordheim Current

Suppose a dielectric film is stressed at 9 and 10 MV/cm, and its lifetime at 6 MV/cm is wanted. Two points fix a straight line, but a line in what? For the model film treated below, plotting the logarithm of the lifetime against the field \(E\) and continuing the line predicts \(1.3\times10^{7}\) s at 6 MV/cm. The model's own lifetime there is \(4.1\times10^{9}\) s, about 316 times longer. A line against \(1/E\) misses by only 27 percent. Without knowing which function of field belongs to the assumed damage mechanism, an extrapolation can be wrong by orders of magnitude while fitting the stress data perfectly.

The mechanism considered here has two parts. Breakdown occurs when the damage per unit area \(D\) reaches a fixed value \(D_c\), and damage is produced in proportion to a Fowler-Nordheim current density \(J\). Then, with \(B\) a constant of the barrier,

\[
\ln t_{\rm BD}=\frac{B}{E}-2\ln E+\text{constant},\qquad
B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar q}.
\]

The leading exponent is proportional to \(1/E\). The logarithm of \(E\) is a weaker correction, so the lifetime plot is not strictly straight even in \(1/E\). (In \(\ln t_{\rm BD}\) and \(\ln E\), each quantity is divided by a fixed unit, which affects only the constant.)

## Model and conventions

\(E\) is the magnitude of a constant, uniform field and \(q>0\) the elementary charge. The emitter, at \(x<0\), is a free-electron metal at zero temperature with electron mass \(m_e\) and Fermi energy \(E_{\rm F}\), measured from its band bottom. The dielectric has a parabolic conduction band of mass \(m\), whose edge lies \(\phi-qEx\) above the Fermi level. Momentum parallel to the interface is conserved. The image force, trapped charge and reflection at the anode are left out.

An electron must reach the dielectric's conduction band before it reaches the anode. For a film of thickness \(d\) this requires

\[
qEd>\phi ,
\]

which makes the barrier triangular. The limit of small \(E\) is therefore taken with \(d\) large enough to keep this condition.

Label an emitter electron by its depth \(u\) below the Fermi level and its transverse kinetic energy \(W=\hbar^2k_t^2/2m_e\). Its energy of motion normal to the interface is \(E_{\rm F}-u-W\). In the dielectric the same \(k_t\) costs \(\hbar^2k_t^2/2m=Wm_e/m\). Subtracting this and the band edge from the total energy leaves the normal kinetic energy \(-(h-qEx)\), where

\[
h=\phi+w,\qquad w=u+\frac{m_e}{m}W .
\]

Thus \(h\) is the effective barrier height for that electron, and \(w\) its excess over \(\phi\).

## First derivation: waves, current, lifetime

### Transmission of one electron

In the dielectric the normal wave function obeys

\[
\psi''=\frac{2m}{\hbar^2}(h-qEx)\psi .
\]

Set \(s=(2mqE/\hbar^2)^{1/3}\) and \(z=s(h/qE-x)\). Since \(d^2/dx^2=s^2d^2/dz^2\), this becomes Airy's equation \(d^2\psi/dz^2=z\psi\). Far to the right, \(z\) is large and negative. With \(\zeta=\tfrac23|z|^{3/2}\), the functions Bi and Ai there approach \(\cos(\zeta+\pi/4)\) and \(\sin(\zeta+\pi/4)\), with the common factor \(\pi^{-1/2}|z|^{-1/4}\). Because \(\zeta\) grows with \(x\), the wave travelling to the right is

\[
\psi=\mathrm{Bi}(z)+i\,\mathrm{Ai}(z).
\]

In the metal the wave is \(a e^{ikx}+b e^{-ikx}\). Continuity of \(\psi\) and of \(\psi'\) divided by the mass, which conserves flux, gives

\[
a+b=\psi(0),\qquad \frac{ik}{m_e}(a-b)=\frac{\psi'(0)}{m},
\]

and hence

\[
a=\frac12\left[\psi(0)+\frac{m_e}{m}\frac{\psi'(0)}{ik}\right].
\]

The transmitted flux is \((\hbar/m)\,\mathrm{Im}(\psi^*\psi')\). Using \(dz/dx=-s\) and the Wronskian \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi\), it equals \(\hbar s/(\pi m)\). The incident flux is \(\hbar k|a|^2/m_e\), so

\[
T=\frac{s\,m_e}{\pi m k|a|^2}.
\]

For a thick barrier, \(z_0=sh/(qE)\) is large at the interface. There Ai is negligible, while

\[
\mathrm{Bi}(z_0)\simeq\frac{e^{\zeta_0}}{\sqrt\pi\,z_0^{1/4}},\qquad
\mathrm{Bi}'(z_0)\simeq z_0^{1/2}\,\mathrm{Bi}(z_0),\qquad
\zeta_0=\tfrac23z_0^{3/2}.
\]

Therefore \(\psi'(0)=-\kappa_0\psi(0)\), with \(\kappa_0=sz_0^{1/2}=\sqrt{2mh}/\hbar\). Define \(\rho=m_e\kappa_0/(mk)\). The two terms in \(a\) are 90 degrees out of phase, so their squares add:

\[
|a|^2=\frac{1+\rho^2}{4}\,\frac{e^{2\zeta_0}}{\pi z_0^{1/2}} .
\]

Inserting this in \(T\) and using \(sz_0^{1/2}=\kappa_0\),

\[
T=\frac{4\rho}{1+\rho^2}\,e^{-2\zeta_0},\qquad
2\zeta_0=\frac43\,\frac{\sqrt{2mqE}}{\hbar}\left(\frac{h}{qE}\right)^{3/2}
=\frac{4\sqrt{2m}\,h^{3/2}}{3\hbar qE}.
\]

For normal incidence at the Fermi level, \(h=\phi\) and the exponent is \(B/E\). The matching factor there is

\[
P=\frac{4\rho}{1+\rho^2},\qquad \rho=\sqrt{\frac{m_e\phi}{mE_{\rm F}}},
\]

which contains no field.

### Sum over the emitter

There are \(2\,d^3k/(2\pi)^3\) electron states per volume, including spin. Each occupied state carries current density \(qv_xT\) per unit volume density. Since \(v_x\,dk_x=d\varepsilon_x/\hbar\), with \(\varepsilon_x\) the normal energy, and \(d^2k_t=2\pi m_e\,dW/\hbar^2\), the constants combine to

\[
J=\frac{q m_e}{2\pi^2\hbar^3}\int du\int dW\;T .
\]

At fixed \(W\), a step in \(\varepsilon_x\) has the same size as a step in \(u\), which explains the change of variable.

Few electrons far below the Fermi level contribute, so expand \(h^{3/2}\simeq\phi^{3/2}(1+3w/2\phi)\). The exponent becomes

\[
\frac BE+\frac w\delta,\qquad
\frac1\delta=\frac{3B}{2E\phi}=\frac{2\sqrt{2m\phi}}{\hbar qE}.
\]

The energy \(\delta\) is the depth over which transmission falls by a factor \(e\). When \(\delta\ll E_{\rm F}\), the integration limits may be extended to infinity and \(P\) taken at the Fermi level. The integral over \(u\) gives \(\delta\), and that over \(W\) gives \(\delta m/m_e\). Thus

\[
J=P\,\frac{qm\delta^2}{2\pi^2\hbar^3}\,e^{-B/E}
=P A E^2e^{-B/E},\qquad A=\frac{q^3}{16\pi^2\hbar\phi},
\]

where \(\delta^2=\hbar^2q^2E^2/(8m\phi)\) was inserted. The mass cancels from \(A\), though it remains in \(B\) and \(P\).

### From current to lifetime

Let each transmitted electron create on average \(g\) units of damage, with \(g\) independent of field and time. Then

\[
\frac{dD}{dt}=\frac{gJ}{q}.
\]

At constant field \(J\) is constant. Integrating from zero damage to \(D_c\) gives \(D_c=gJt_{\rm BD}/q\), so

\[
t_{\rm BD}=\frac{Q_c}{J}=\frac{Q_c}{PAE^2}\,e^{B/E},\qquad Q_c=\frac{qD_c}{g}.
\]

\(Q_c\) is the charge per area that has passed at breakdown. The logarithm of this equation is the stated result. Since \(E\ln E\to0\) as \(E\to0\), the product \(E\ln t_{\rm BD}\) tends to \(B\), which, for the zero-temperature emitter assumed here, is the precise sense in which \(B/E\) leads.

## Second derivation: trajectories and the slope

The slope of the lifetime plot can be found without calculating the current. At fixed damage the product \(Jt_{\rm BD}\) is fixed, so \(d\ln t_{\rm BD}=-d\ln J\). What is needed is how the current responds to \(y=1/E\).

### The exponent as motion in imaginary time

Under the barrier the semiclassical decay constant is \(\kappa(x)=\sqrt{2m(h-qEx)}/\hbar\). Introduce a parameter \(\tau\) through

\[
v=\frac{dx}{d\tau}=\frac{\hbar\kappa}{m}=\sqrt{\frac{2(h-qEx)}{m}} .
\]

Squaring and differentiating gives \(dv/d\tau=-qE/m\). In this parameter, the imaginary time, the electron enters with speed \(v_0=\sqrt{2h/m}\) and slows uniformly to rest at the far edge of the barrier after

\[
\tau_h=\frac{mv_0}{qE}=\frac{\sqrt{2mh}}{qE}.
\]

The semiclassical exponent is twice the integral of \(\kappa\). With \(\kappa\,dx=mv^2d\tau/\hbar\) and \(v=v_0(1-\tau/\tau_h)\),

\[
2\int\kappa\,dx=\frac{2m}{\hbar}\int_0^{\tau_h}v^2d\tau
=\frac{2mv_0^2\tau_h}{3\hbar}
=\frac{4h\tau_h}{3\hbar}\equiv b(h)\,y .
\]

The inverse field has a simple origin: the entry speed is set by the barrier, and a weaker force takes proportionally longer to stop the electron. Inserting \(\tau_h\) gives \(b(h)=4\sqrt{2m}\,h^{3/2}/(3\hbar q)\), so \(b(\phi)=B\). Because \(b\propto h^{3/2}\), its derivative satisfies

\[
y\,\frac{db}{dh}=\frac{3}{2h}\,b\,y=\frac{2\tau_h}{\hbar}.
\]

At \(h=\phi\) the right side is \(1/\delta\), so \(db/dh=E/\delta\).

### The slope as an average

The factor in front of the semiclassical exponential is set at the interface by \(k\) and \(\kappa_0\), neither of which contains the field. Write it as \(p(u,W)\). With a uniform density of states in \(u\) and \(W\),

\[
J\propto\int du\int dW\;p\,e^{-b(h)y}.
\]

Differentiation with respect to \(y\) brings down \(-b(h)\), so that

\[
\frac{d\ln t_{\rm BD}}{dy}=-\frac{d\ln J}{dy}=\langle b(h)\rangle ,
\]

where the average is weighted by each state's share of the current. To leading order this weight is \(e^{-w/\delta}\), with \(w\) the sum of \(u\) and \(Wm_e/m\). Each of these two energies is exponentially distributed with mean \(\delta\), so \(\langle w\rangle=2\delta\). Hence

\[
\frac{d\ln t_{\rm BD}}{d(1/E)}
\simeq B+\frac{db}{dh}\langle w\rangle
=B+\frac E\delta\,2\delta
=B+2E .
\]

Since \(2E=2/y\), integration over \(y\) gives

\[
\ln t_{\rm BD}=By+2\ln y+\text{constant}=\frac BE-2\ln E+\text{constant},
\]

in agreement with the first derivation. The extra slope \(2E\) now has a meaning: the average tunnelling electron faces a barrier \(2\delta\) higher than \(\phi\), and \(\delta\) grows with field.

## What each derivation assumes

Both derivations assume fixed critical damage, a constant yield per electron, a cold emitter with uniform state density in \(u\) and \(W\), and a triangular barrier with \(E\ll B\). They differ in how much of the interface they require.

The first solves the wave equation for a sharp interface and a stated emitter band. In return it gives the absolute current, and therefore the lifetime once \(Q_c\) is known. The second requires the prefactor to be independent of field, smooth in energy and nonzero at the Fermi level, but not its value. (A prefactor proportional to \(w\) would change the weight to \(w^2e^{-w/\delta}\), the mean excess to \(3\delta\) and the slope to \(B+3E\).) It gives the field dependence and leaves the constant open. A different interface that preserves these properties would change \(P\), shifting all lifetimes by a common factor without changing the leading slope or its \(2E\) correction.

The first correction from the barrier's curvature can be estimated. The next term in \(h^{3/2}\) adds \(3Bw^2/(8E\phi^2)\) to the exponent. The weight \(we^{-w/\delta}\) for the total excess gives \(\langle w^2\rangle=6\delta^2\), and \(\delta/\phi=2E/(3B)\). The relative change in current is therefore

\[
-\frac{3B}{8E\phi^2}\,6\delta^2=-\frac EB .
\]

Corrections to the Airy asymptotics and the energy dependence of \(P\) also enter at order \(E/B\). A correction of this order in \(\ln t_{\rm BD}\) changes the slope by order \(E^2/B\).

## Numbers for a model film

Take round parameters: \(\phi=3\) eV, \(m=0.5\,m_e\), \(E_{\rm F}=5\) eV, \(d=10\) nm and \(Q_c=0.1\) C/cm². They give \(B=251\) MV/cm, \(A=5.138\times10^{-7}\) A/V² and \(P=1.992\). At 10 MV/cm, \(\delta=0.080\) eV, small compared with both \(\phi\) and \(E_{\rm F}\).

At this field \(E=10^7\) V/cm and \(B/E=25.098\), so

\[
J=1.992\times5.138\times10^{-7}\times10^{14}\,e^{-25.098}
=1.29\times10^{-3}\ \text{A/cm}^2,
\]

and \(t_{\rm BD}=0.1/(1.29\times10^{-3})\approx78\) s. Going to 6 MV/cm changes the logarithm by

\[
251\left(\frac16-\frac1{10}\right)+2\ln\frac{10}{6}=16.73+1.02=17.75 .
\]

The inverse-field term supplies most of the change, but the power of \(E\) still contributes a factor of 2.8. The formula gives \(4.0\times10^9\) s at 6 MV/cm.

These values can be compared with a numerical sum over emitter states using the full Airy transmission, without its large-argument form or the linearized exponent. At 10 MV/cm the sum gives 81 s, about 4 percent longer than the formula; at 6 MV/cm it gives \(4.1\times10^9\) s, or 129 years. At 4, 2 and 1 MV/cm, in a film thick enough to keep the barrier triangular, the summed current differs from the formula by 1.6, 0.8 and 0.4 percent of the formula's value. The difference halves with the field, as a correction of order \(E/B\) should. The numerical slope at 10 MV/cm is 270.6 MV/cm, against \(B+2E=271.0\) MV/cm.

A straight-line fit in \(1/E\) to the numerical lifetimes at 8, 9, 10 and 11 MV/cm has slope 269 MV/cm, 7 percent above \(B\). If that slope were read as \(B\), the relation \(B\propto\phi^{3/2}\) would return a barrier of 3.14 eV instead of 3.00 eV. Subtracting twice a typical field in the window, about 19 MV/cm, removes most of this bias.

The signs of the extrapolation errors follow from curvature. As a function of \(y=1/E\), the formula has second derivative \(-2/y^2\). It is concave, so a line through two stress points lies above it when extended to lower field, and predicts too long a life. As a function of \(E\), the second derivative is \(2B/E^3+2/E^2\). It is convex, and the extended line predicts too short a life. From 9 and 10 MV/cm to 6 MV/cm, the two lines give \(5.2\times10^9\) s and \(1.3\times10^7\) s, on either side of \(4.1\times10^9\) s. For this model the inverse-field line is much closer, but its error is not on the cautious side.

## Where the law changes

**Thin films or low fields.** For the 10 nm film the barrier is triangular only above 3 MV/cm. Below that field the electron meets the anode while still under the barrier, and the exponent at the Fermi level is

\[
2\int_0^d\kappa\,dx=\frac BE\left[1-\left(1-\frac{qEd}{\phi}\right)^{3/2}\right].
\]

For small \(E\) the bracket tends to \(3qEd/(2\phi)\), and the exponent to the finite value

\[
\frac{3Bqd}{2\phi}=\frac{2d\sqrt{2m\phi}}{\hbar},
\]

which is 125 here. At 1 MV/cm the exponent is 114, whereas \(B/E\) would be 251. Continuing the inverse-field law down to 1 MV/cm would thus overstate the tunnelling exponent by more than a factor of two, and the lifetime enormously; the two exponents part quickly below 3 MV/cm, differing by 0.5 at 2.9 MV/cm and by 6.8 at 2.5 MV/cm. The prefactor also changes, since the net current must vanish at zero bias.

**Warm emitters and real interfaces.** The cold-emitter law requires \(k_{\rm B}T\ll\delta\). At 300 K, \(k_{\rm B}T=0.026\) eV, while \(\delta\) is 0.080 eV at 10 MV/cm and 0.048 eV at 6 MV/cm. Thermally excited electrons then raise the current by factors of about 1.2 and 1.7, respectively. Since \(\delta\) shrinks with the field, the law cannot be followed to arbitrarily low field at a fixed temperature: at 300 K, \(k_{\rm B}T\) equals \(\delta\) near 3.2 MV/cm, so the comparisons at 4, 2 and 1 MV/cm above concern the zero-temperature model only. The omitted image force also matters for absolute values: it lowers the barrier, and for a relative permittivity of 3.9 the smaller exponent alone raises the current about fivefold at these fields. Reflection at a sharp anode adds a further, field-dependent change. The lifetimes above therefore belong to the idealized model and are not predictions for a particular film.

**Other damage laws.** Let the damage rate be proportional to \(J^n e^{-H/E}\), where \(n>0\) and \(H\) are constants. The second factor could represent a damage yield that itself rises with field. At fixed damage,

\[
\ln t_{\rm BD}=\frac{nB+H}{E}-2n\ln E+\text{constant},
\]

with slope \(n(B+2E)+H\). For \(n=2\), \(H=50\) MV/cm and \(E=8\) MV/cm this is 584 MV/cm; the numerical current gives 583.5 MV/cm. The leading exponent is still proportional to inverse field, but its coefficient is no longer the tunnelling constant. An observed inverse-field slope therefore cannot by itself establish that damage is simply proportional to current.

**Other conduction.** The fixed-damage relation \(t_{\rm BD}=Q_c/J\) makes the lifetime mirror whatever current causes the damage. If conduction through traps dominates that current, as may happen in a porous or defective interlayer dielectric, its field dependence replaces the Fowler-Nordheim one, and the inverse-field exponent no longer follows from this argument.

**Damage driven by the field.** If damage comes instead from thermally activated bond breaking whose barrier falls linearly with field, \(\ln t_{\rm BD}\) is linear in \(E\). The line against \(E\) is then the right one, and the inverse-field line overstates the life. In real oxides the charge to breakdown varies with field and temperature, and stress fields of 9 to 11 MV/cm lie close to the breakdown field of silicon dioxide. The comparison of the two lines above therefore shows what follows from current-driven damage, not which law a given film obeys.

## Values computed for the example and the checks

```
barrier phi = 3.00 eV; Fermi energy = 5.00 eV
dielectric mass = 0.50 m_e
thickness d = 10.0 nm; Qc = 0.10 C/cm^2
B = 250.98 MV/cm
A = 5.1381e-07 A/V^2
rho = 1.0954; matching factor P = 1.9917
decay energy at 10 MV/cm = 0.0797 eV
triangular barrier needs E > 3.00 MV/cm
E (MV/cm) | B/E | J formula, J full (A/cm^2) | t formula, t full (s)
  6 | 41.830 | 2.509e-11, 2.452e-11 | 3.985e+09, 4.079e+09
  8 | 31.373 | 1.553e-06, 1.506e-06 | 6.439e+04, 6.641e+04
  9 | 27.887 | 6.417e-05, 6.200e-05 | 1.558e+03, 1.613e+03
 10 | 25.098 | 1.288e-03, 1.240e-03 | 7.763e+01, 8.065e+01
 11 | 22.817 | 1.526e-02, 1.464e-02 | 6.551e+00, 6.831e+00
E | slope B+2E | slope from full current (all MV/cm)
  1 | 252.983 | 252.979
  6 | 262.983 | 262.847
 10 | 270.983 | 270.618
fitted slope, 8 to 11 MV/cm = 269.29 MV/cm
fitted slope / B = 1.0729
barrier inferred from fitted slope = 3.144 eV
lifetime at 6 MV/cm:
  full model = 4.079e+09 s = 129.2 years
  line in 1/E through 9 and 10 MV/cm = 5.162e+09 s
  line in E through 9 and 10 MV/cm = 1.290e+07 s
  ratio (1/E line)/(full model) = 1.266
  ratio (full model)/(E line) = 316.1
other damage law: n = 2, H = 50 MV/cm, E = 8 MV/cm
  slope predicted = 583.97 MV/cm, from full current = 583.49 MV/cm
at 1 MV/cm: B/E = 250.98, trapezoid exponent = 114.37
zero-field exponent 2 kappa d = 125.49
full/formula current - 1 at 4, 2, 1 MV/cm (absolute value): 0.01555, 0.00788, 0.00397
```
